# Three-centre four-electron orbitals of the axial fluorines in pentafluorosilicate, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

The pentafluorosilicate anion, SiF$_5^-$, is taken as a trigonal bipyramid. Silicon sits at the origin, two axial fluorines $a$ and $b$ sit at $z=+d$ and $z=-d$, and three equatorial fluorines lie in the plane $z=0$ at angles of 120° to one another. The question is how the valence electrons along the line F–Si–F are arranged, and where the electrons of the highest occupied combination are found.

The axial unit is described with three real orbitals:

- $p$ is the silicon $3p_z$ orbital, with its positive lobe towards $a$.
- $h_a$ is the $2p_z$ orbital of fluorine $a$, with its sign chosen so that the positive lobe points towards silicon. Thus $h_a=-2p_z(a)$.
- $h_b$ is the corresponding orbital of fluorine $b$, again with the positive lobe towards silicon. Thus $h_b=+2p_z(b)$.

The three orbitals are treated as orthonormal, and each electron moves in a fixed average field. This is a one-electron, mean-field model. The two fluorine orbitals have the same level $\varepsilon_F$, and the silicon orbital has the level $\varepsilon_F+\Delta$. Fluorine holds its electrons more tightly than silicon, so $\Delta>0$ is the case of chemical interest. The algebra will be kept valid for either sign, because the sign of $\Delta$ decides one of the conclusions.

Direct coupling between the two distant axial fluorines is set to zero at first. Section 4 shows what it would change.

**Signs of the couplings.** The positive lobe of $p$ meets the positive lobe of $h_a$. For orbitals that overlap with equal signs the energy coupling is negative, as is usual for bound valence orbitals. On the other side the negative lobe of $p$ meets the positive lobe of $h_b$, and the coupling changes sign. With a positive number $\beta$,

$$\langle p|H|h_a\rangle=-\beta,\qquad \langle p|H|h_b\rangle=+\beta .$$

**Number of electrons.** A neutral fluorine atom has five $2p$ electrons. Four fill the two $2p$ orbitals perpendicular to the bond, and one is left for the orbital that points at silicon. Silicon has four valence electrons. Three are assigned to the equatorial bonds and one to $3p_z$. The anion has one further electron. The axial unit therefore holds $1+1+1+1=4$ electrons. This assignment is a way of counting. Part II, where all five fluorines are treated together, shows how far it holds.

## 2. Reflection separates the problem

Reflection in the plane $z=0$ exchanges the fluorines and reverses $p$. Since both $h_a$ and $h_b$ point inwards, reflection turns $h_a$ into $h_b$ without a change of sign. The two normalized combinations

$$u=\frac{h_a-h_b}{\sqrt2},\qquad g=\frac{h_a+h_b}{\sqrt2}$$

are therefore odd and even, respectively. The orbital $p$ is odd. The Hamiltonian is unchanged by the reflection, so it cannot couple an even orbital to an odd one. The explicit matrix elements agree:

$$\langle p|H|g\rangle=\frac{-\beta+\beta}{\sqrt2}=0,$$

$$\langle p|H|u\rangle=\frac{-\beta-\beta}{\sqrt2}=-\sqrt2\,\beta .$$

The even combination $g$ is thus an eigenstate by itself. Its energy is

$$\langle g|H|g\rangle=\tfrac12(\varepsilon_F+\varepsilon_F)=\varepsilon_F .$$

It is called nonbonding because its energy is that of a separate fluorine orbital. It contains no $3p_z$ at any value of $\beta$ or $\Delta$. The factor $\sqrt2$ in the other element records that both fluorines contribute to the same odd orbital with the same effect.

## 3. The bonding and antibonding levels

What remains is the pair $u,p$, with the matrix

$$H_{\rm odd}=\begin{pmatrix}\varepsilon_F&-\sqrt2\,\beta\\-\sqrt2\,\beta&\varepsilon_F+\Delta\end{pmatrix}.$$

Write its eigenvalue as $E=\varepsilon_F+x$. The condition that the determinant of $H_{\rm odd}-E$ vanishes is

$$(-x)(\Delta-x)-2\beta^2=0,$$

or $x^2-\Delta x-2\beta^2=0$. Solving this quadratic equation gives

$$E_\pm=\varepsilon_F+\frac{\Delta\pm R}{2},\qquad R=\sqrt{\Delta^2+8\beta^2}.$$

For $\beta\neq0$ the root $R$ is larger than $|\Delta|$. Hence $\Delta-R<0$ and $\Delta+R>0$, for either sign of $\Delta$, and

$$E_-<\varepsilon_F<E_+ .$$

Four electrons fill the two lowest orbitals, with energies $E_-$ and $\varepsilon_F$. The highest occupied orbital of the axial unit is $g$. In this basis it lies wholly on fluorine, half on each atom.

The bonding orbital can be written as

$$\psi_-=\cos\theta\,u+\sin\theta\,p .$$

Both coefficients are positive because the coupling between $u$ and $p$ is negative, and equal signs then lower the energy. The mean energy of this orbital is

$$E(\theta)=\varepsilon_F+\Delta\sin^2\theta-2\sqrt2\,\beta\sin\theta\cos\theta .$$

With $\sin^2\theta=(1-\cos2\theta)/2$ and $2\sin\theta\cos\theta=\sin2\theta$ this becomes

$$E(\theta)=\varepsilon_F+\tfrac12\Delta(1-\cos2\theta)-\sqrt2\,\beta\sin2\theta .$$

The lower eigenstate minimizes the mean energy. Setting the derivative to zero gives

$$\Delta\sin2\theta-2\sqrt2\,\beta\cos2\theta=0 .$$

The solution with positive coefficients is

$$\cos2\theta=\frac{\Delta}{R},\qquad \sin2\theta=\frac{2\sqrt2\,\beta}{R}.$$

The squares of these two expressions add to one, since $\Delta^2+8\beta^2=R^2$.

## 4. Direct coupling between the axial fluorines

Suppose now that $\langle h_a|H|h_b\rangle=\tau$. Then $g$ moves to $\varepsilon_F+\tau$ and $u$ moves to $\varepsilon_F-\tau$. The reflection argument is untouched, so $g$ still has no $3p_z$ part. Its place in the order of levels does need a condition.

The determinant of the odd block at energy $E$ is negative when $E$ lies between the two odd levels. At $E=\varepsilon_F+\tau$ this requirement reads

$$(-2\tau)(\Delta-\tau)-2\beta^2<0,$$

that is, $-\tau(\Delta-\tau)<\beta^2$. It holds for small $|\tau|$ at fixed nonzero $\beta$. The orbital composition is therefore fixed by symmetry, while the name "highest occupied" depends on the size of the couplings. The simple model, with $\tau=0$, is used in the rest of Part I.

## 5. Populations and charges

The orbital $g$ holds two electrons and puts one on each fluorine. The bonding orbital also holds two. A fraction $\sin^2\theta$ of them is on silicon, and the remaining fraction $\cos^2\theta$ is shared equally by the fluorines. Thus

$$n_p=2\sin^2\theta=1-\cos2\theta=1-\frac{\Delta}{R},$$

$$n_F=1+\cos^2\theta=\frac32+\frac{\Delta}{2R}.$$

The sum $n_p+2n_F$ is four, as it must be.

Relative to the neutral-atom count of Section 1, the charges are $q_F=1-n_F$ for each fluorine and $q_p=1-n_p$ for silicon, in units of the elementary charge. Their total is $3-4=-1$. These are contributions of the axial sigma electrons. They are not complete atomic charges, because the equatorial bonds also draw electrons from silicon.

The highest occupied orbital and the total charge answer different questions. The orbital $g$ has its whole weight on fluorine for every $\Delta$. The total population also includes the bonding pair, and for it the sign of $\Delta$ matters:

- For $\Delta>0$, each fluorine holds more than $3/2$ electrons.
- For $\Delta=0$, each fluorine holds $3/2$ electrons and silicon holds one.
- For $\Delta<0$, each fluorine holds less than $3/2$ electrons. As $\Delta\to-\infty$ at fixed $\beta$, the bonding pair moves to silicon and $n_F$ approaches one.

When $\beta$ is much smaller than a positive $\Delta$, expansion of the square root gives

$$n_p=1-\left(1+\frac{8\beta^2}{\Delta^2}\right)^{-1/2}\approx\frac{4\beta^2}{\Delta^2}.$$

The axial unit then approaches two closed-shell fluoride ions on either side of an empty $3p_z$ orbital. This is the ionic limit of the same model.

## 6. Energy and bond order

The energy of the four electrons is

$$E_{\rm tot}=2E_-+2\varepsilon_F=4\varepsilon_F+\Delta-R .$$

Relative to two filled fluorine orbitals with no coupling, the gain is $R-\Delta$. It comes entirely from the bonding pair, since $g$ stays at $\varepsilon_F$.

The derivative of this energy gives a second route to the population. If $\Delta$ changes by a small amount at fixed $\varepsilon_F$ and $\beta$, only the diagonal energy of $p$ changes. The first-order change of the total energy is that amount times the number of electrons in $p$. The change of the orbitals does not contribute at first order, because each is a normalized eigenstate. Since $dR/d\Delta=\Delta/R$,

$$n_p=\frac{\partial E_{\rm tot}}{\partial\Delta}=1-\frac{\Delta}{R},$$

in agreement with the direct count.

The bond order between two orbitals is defined here as the magnitude of twice the product of their coefficients, summed over the doubly occupied orbitals. The orbital $g$ does not contribute to an Si–F bond order, because its silicon coefficient is zero. In $\psi_-$ the coefficient of $h_a$ is $\cos\theta/\sqrt2$ and that of $p$ is $\sin\theta$. Hence

$$P=2\,\frac{\cos\theta}{\sqrt2}\,\sin\theta=\frac{\sin2\theta}{\sqrt2}=\frac{2\beta}{R}.$$

An ordinary two-centre bond between one fluorine orbital and one silicon orbital has the coupling $-\beta$ in place of $-\sqrt2\,\beta$. The same minimization gives its bond order as

$$P_2=\frac{2\beta}{\sqrt{\Delta^2+4\beta^2}} .$$

At the same $\Delta$ and $\beta$, $P<P_2$, because the square root in $P$ is larger. Two fluorines share one bonding pair. The largest value of $P$ is $1/\sqrt2$, reached at $\Delta=0$, where the two-centre bond has order one.

## 7. When one axial bond weakens

The two couplings become unequal when one axial bond is stretched. Keep the fluorine levels equal, and let

$$\langle p|H|h_a\rangle=-\beta_a,\qquad\langle p|H|h_b\rangle=+\beta_b .$$

An orbital $x_a h_a+x_b h_b$ does not couple to silicon if $-\beta_a x_a+\beta_b x_b=0$. This holds for

$$w=\frac{\beta_b h_a+\beta_a h_b}{B},\qquad B^2=\beta_a^2+\beta_b^2 .$$

The energy of $w$ is $\varepsilon_F$, since both of its parts have that level. Reflection symmetry has been lost, and the orbital still has no silicon part. Its share on fluorine $a$ is

$$\frac{\beta_b^2}{\beta_a^2+\beta_b^2}.$$

The highest occupied orbital therefore moves towards the more weakly bound fluorine.

The orthogonal fluorine combination is $v=(\beta_a h_a-\beta_b h_b)/B$. Its coupling to silicon is

$$\langle p|H|v\rangle=-\frac{\beta_a^2+\beta_b^2}{B}=-B .$$

The earlier solution applies with $\sqrt2\,\beta$ replaced by $B$, so $w$ is still the middle level. The silicon population becomes $n_p=1-\Delta/\sqrt{\Delta^2+4B^2}$. The pair in $v$ and $p$ leaves $2-n_p$ electrons in $v$, and $w$ holds two. Fluorine $a$ therefore has

$$n_a=2\frac{\beta_b^2}{B^2}+(2-n_p)\frac{\beta_a^2}{B^2}=2-n_p\frac{\beta_a^2}{B^2}.$$

As $\beta_a\to0$, $n_a\to2$: the departing fluorine takes the full pair and becomes a fluoride ion. The total charge moves less than the share of the highest orbital suggests, since the bonding pair shifts the other way.

## 8. Numbers for the axial unit

Take the round model values $\varepsilon_F=-18$ eV, a silicon $3p$ level of $-8$ eV and $\beta=4$ eV. They are rough values for the regime of pentafluorosilicate and are not fitted to it. Then $\Delta=10$ eV and

$$R=\sqrt{10^2+8\times4^2}=\sqrt{228}=15.10\ \text{eV}.$$

The bonding level is $-18+(10-15.10)/2=-20.55$ eV. The nonbonding level is $-18$ eV, and the antibonding level is $-18+(10+15.10)/2=-5.45$ eV.

The populations are

$$n_p=1-\frac{10}{15.10}=0.34,$$

$$n_F=1.5+\frac{10}{2\times15.10}=1.83 .$$

Each axial fluorine has the sigma charge $-0.83\,e$, and the axial unit leaves $+0.66\,e$ on silicon. The small-coupling estimate $4\beta^2/\Delta^2$ would give $0.64$ electrons in $3p_z$, nearly twice the result. For these values the coupling is too strong for that limit.

The bond order is $8/15.10=0.53$, compared with $0.62$ for a two-centre bond at the same level gap and coupling. If the coupling to fluorine $a$ is halved to 2 eV while the other is held at 4 eV, the highest occupied orbital has the share $16/(4+16)=0.80$ on $a$.

# Part II. The whole anion and its surroundings

## 9. Results carried over

The axial orbitals $h_a$ and $h_b$ point towards silicon and have the level $\varepsilon_F$. The silicon $3p_z$ orbital $p$ lies higher by $\Delta$, and its couplings to $h_a$ and $h_b$ are $-\beta$ and $+\beta$. The combinations $u=(h_a-h_b)/\sqrt2$ and $g=(h_a+h_b)/\sqrt2$ are odd and even under reflection in the equatorial plane. Only $u$ couples to $p$. In the three-orbital model $g$ is the highest occupied orbital, at $\varepsilon_F$, and

$$n_p=1-\frac{\Delta}{R},\qquad R=\sqrt{\Delta^2+8\beta^2}.$$

The example has $\varepsilon_F=-18$ eV, $\Delta=10$ eV and $\beta=4$ eV, which gives $n_p=0.34$ and $1.83$ electrons in each axial fluorine sigma orbital.

Silicon also has a $3s$ orbital, which is even. Symmetry does not keep it out of $g$, so the result must be examined again.

## 10. The shape of the nonbonding orbital in space

The absence of $3p_z$ does not mean that $g$ vanishes at silicon. For a simple Slater form of the fluorine orbitals, with normalization $N$, exponent $\zeta$ and distances $r_a,r_b$ from the two nuclei,

$$h_a=-N(z-d)e^{-\zeta r_a},\qquad h_b=N(z+d)e^{-\zeta r_b}.$$

At the origin both equal $Nd\,e^{-\zeta d}$. They cancel in $u$ and add in $g$. The bonding combination $u$ has a node in the equatorial plane, whereas $g$ does not.

The size of this tail was found by numerical integration. The axial distance was 0.17 nm and the fluorine exponent was 2.6 inverse bohr. A fraction of about 0.7 per cent of the density of the normalized $g$ lies within $d/2$ of silicon. The charge is thus concentrated on fluorine in space as well as in the orbital count.

The same integration, with silicon $3s$ and $3p$ orbitals of radial form $r^2e^{-\zeta r}$ and exponent 1.4 inverse bohr, gives an overlap of 0.19 between $g$ and $3s$. It is not small enough to dismiss the $3s$ orbital.

In the three-orbital model the highest occupied orbital $g$ lies wholly on the two axial fluorines, and reflection symmetry keeps silicon $3p_z$ out of it. Symmetry does not exclude silicon $3s$, so it remains to see what becomes of this orbital when $3s$, the equatorial fluorines, the lone pairs and the surroundings are included.
